# Interdiffusion of equal-charge cations without electronic conduction

## The choice to be made

A diffusion solver for two cations that exchange places in an oxide needs one interdiffusivity at each composition. Suppose the input is a pair of component diffusivities, \(D_A\) and \(D_B\). The decision is then how to average them. If the fast ion is ten times faster than the slow one, two plausible averages differ threefold in an equal mixture. Which one applies depends on whether a net flux of cations can be sustained.

Let \(x_A\) and \(x_B=1-x_A\) be the cation fractions. For an electronically insulating solid with a rigid anion lattice, use

\[
D=\frac{D_AD_B}{x_AD_A+x_BD_B},\qquad
\frac1D=\frac{x_B}{D_A}+\frac{x_A}{D_B}. \tag{1}
\]

Darken's expression is

\[
D_{\rm D}=x_BD_A+x_AD_B. \tag{2}
\]

These are the harmonic and arithmetic means with the same weights: \(D_A\) is weighted by \(x_B\), and \(D_B\) by \(x_A\).

## Assumptions and force law

Both cations have charge \(z>0\) and share sites of fixed total cation density \(C\), so their densities are \(Cx_A\) and \(Cx_B\). The anions do not move. The vacancies or other defects that let the cations move are few, and the fixed charge of the framework sets their number. The cations mix ideally, no electrons flow, and no external circuit draws current. Transport is one-dimensional, and fluxes are measured relative to the anion framework.

The algebra uses atomic units, in which the elementary charge is one. The thermal energy is \(kT\), and \(\phi\) is the electric potential. Each cation is driven by the gradient of its electrochemical potential:

\[
J_i=-L_i(\nabla\mu_i+z\nabla\phi),\qquad
L_i=\frac{Cx_iD_i}{kT}. \tag{3}
\]

The coefficient \(L_i\) is chosen so that \(D_i\) is the ordinary diffusivity when the field is absent. Indeed, ideal mixing gives \(\mu_i=\mu_i^0+kT\ln x_i\), hence \(\nabla\mu_i=kT\nabla x_i/x_i\), and

\[
J_i=-CD_i\nabla x_i-\frac{Cx_iD_i}{kT}z\nabla\phi. \tag{4}
\]

The diffusivities may depend on composition. In (4) they take their local values.

## Why the total cation flux vanishes

Suppose the fast ion A starts to leave a region faster than B enters. Positive charge is lost there, and the resulting field slows A and pulls B in. Poisson's equation gives the size of the imbalance. Let \(\delta\) be the excess cation density divided by \(C\), and let \(E=-\nabla\phi\). With permittivity \(\varepsilon\),

\[
\varepsilon\nabla E=4\pi zC\delta .
\]

Solving for \(\delta\) and grouping the constants into a length gives

\[
\delta=\lambda^2\nabla\!\left(\frac{zE}{kT}\right),\qquad
\lambda^2=\frac{\varepsilon kT}{4\pi z^2C}. \tag{5}
\]

The electric force \(zE\) times the width \(\ell\) of the diffusion zone is an energy of order \(kT\), as equation (10) will confirm for moderate mobility ratios. Therefore \(\delta\) is of order \((\lambda/\ell)^2\).

In a one-dimensional sample on open circuit, the ionic and displacement currents cancel:

\[
z(J_A+J_B)+\frac{\varepsilon}{4\pi}\frac{\partial E}{\partial t}=0.
\]

The field adjusts in a time of order \(\lambda^2/(x_AD_A+x_BD_B)\), because the ionic conductivity is \(z^2C(x_AD_A+x_BD_B)/kT\). For moderate mobility ratios, this time is far shorter than the diffusion time once the zone is much wider than \(\lambda\). The displacement current is then negligible, and

\[
J_A+J_B=0. \tag{6}
\]

## Derivation of the interdiffusivity

Insert (3) into (6):

\[
L_A\nabla\mu_A+L_B\nabla\mu_B+(L_A+L_B)z\nabla\phi=0,
\]

so that

\[
z\nabla\phi=-\frac{L_A\nabla\mu_A+L_B\nabla\mu_B}{L_A+L_B}. \tag{7}
\]

Put this into the flux of A and use a common denominator:

\[
\begin{aligned}
J_A&=-L_A\frac{(L_A+L_B)\nabla\mu_A-L_A\nabla\mu_A-L_B\nabla\mu_B}{L_A+L_B}\\
&=-\frac{L_AL_B}{L_A+L_B}\nabla(\mu_A-\mu_B).
\end{aligned} \tag{8}
\]

The prefactor equals \((1/L_A+1/L_B)^{-1}\). The resistances of the two ions add in series because every A that moves one way requires a B to move the other way.

For ideal mixing, \(\nabla x_B=-\nabla x_A\), and therefore

\[
\nabla(\mu_A-\mu_B)=kT\left(\frac1{x_A}+\frac1{x_B}\right)\nabla x_A
=\frac{kT}{x_Ax_B}\nabla x_A.
\]

The definitions of \(L_A\) and \(L_B\) give

\[
\frac{L_AL_B}{L_A+L_B}=\frac{C}{kT}\,
\frac{x_Ax_BD_AD_B}{x_AD_A+x_BD_B}.
\]

In the product, \(kT\) and \(x_Ax_B\) cancel:

\[
J_A=-C\,\frac{D_AD_B}{x_AD_A+x_BD_B}\,\nabla x_A. \tag{9}
\]

This is (1). The charge \(z\) has dropped out: a larger charge needs a smaller potential gradient to supply the same force.

When A is dilute, \(x_A\to0\) and \(D\to D_A\). A small counterflow of the abundant B is then easy to supply. When B is dilute, \(D\to D_B\). Thus the minority ion sets the rate at each end. If \(D_A\gg D_B\), then \(D\approx D_B/x_A\) wherever \(x_AD_A\gg x_BD_B\), and the fast diffusivity disappears from the result. Darken's formula would instead give about \(x_BD_A\) wherever \(x_BD_A\gg x_AD_B\).

## The internal potential

For ideal mixing, \(L_A\nabla\mu_A=CD_A\nabla x_A\) and \(L_B\nabla\mu_B=-CD_B\nabla x_A\). Equation (7) becomes

\[
z\nabla\phi=-kT\frac{(D_A-D_B)\nabla x_A}{x_AD_A+x_BD_B}.
\]

If \(D_A\) and \(D_B\) are constant, the numerator without \(kT\) is the gradient of the denominator. Integration gives

\[
z\phi=-kT\ln(x_AD_A+x_BD_B)+\text{constant}. \tag{10}
\]

The potential difference depends on the end compositions and not on the shape of the profile between them. Between pure B and pure A it is

\[
\phi_B-\phi_A=\frac{kT}{z}\ln\frac{D_A}{D_B}. \tag{11}
\]

If A is faster, the B-rich side is positive. The field points towards the A-rich side, which opposes the outflow of A and assists the inflow of B.

## When Darken's mean returns

Let electrons or holes carry current under a uniform electron chemical potential, so that their current is \(-\sigma_e\nabla\phi\). Suppose also that lattice sites are created and removed fast enough to keep \(C\) and the defect content at their equilibrium values. In an oxide this requires oxygen to reach the new sites, for example from a gas that fixes the oxygen potential.

Write \(L=L_A+L_B\) and \(L_e=\sigma_e/z^2\). Zero total current now reads

\[
J_A+J_B=L_ez\nabla\phi.
\]

The left side is \(-C(D_A-D_B)\nabla x_A-Lz\nabla\phi\). Hence

\[
z\nabla\phi=-\frac{C(D_A-D_B)}{L+L_e}\nabla x_A.
\]

The electronic share of the conductivity is \(t_e=L_e/(L+L_e)\), so \(1/(L+L_e)=(1-t_e)/L\). With \(L=CS/kT\) and \(S=x_AD_A+x_BD_B\),

\[
z\nabla\phi=-(1-t_e)kT\frac{D_A-D_B}{S}\nabla x_A. \tag{12}
\]

There is now a net cation flux, \(J_A+J_B=-t_eC(D_A-D_B)\nabla x_A\). Interdiffusion must be measured in a frame moving with the mean cation velocity. Subtracting the fraction \(x_A\) of the net flux from \(J_A\) gives

\[
J_A-x_A(J_A+J_B)=x_BJ_A-x_AJ_B.
\]

Insert (4) for both ions:

\[
x_BJ_A-x_AJ_B=-CD_{\rm D}\nabla x_A
-\frac{Cx_Ax_B(D_A-D_B)}{kT}z\nabla\phi.
\]

With (12), the interdiffusivity is

\[
D(t_e)=D_{\rm D}-(1-t_e)\frac{x_Ax_B(D_A-D_B)^2}{S}. \tag{13}
\]

To identify the limit \(t_e=0\), expand

\[
D_{\rm D}S=x_Ax_B(D_A^2+D_B^2)+(x_A^2+x_B^2)D_AD_B.
\]

Since \(x_A^2+x_B^2=1-2x_Ax_B\), this is

\[
D_{\rm D}S=D_AD_B+x_Ax_B(D_A-D_B)^2. \tag{14}
\]

Dividing by \(S\) shows that the last term in (13) is \((1-t_e)(D_{\rm D}-D)\), with \(D\) from (1). Therefore

\[
D(t_e)=D+t_e(D_{\rm D}-D). \tag{15}
\]

The harmonic mean belongs to \(t_e=0\), and Darken's mean to \(t_e=1\). Dividing (14) by \(D_AD_B\) also gives their ratio:

\[
\frac{D_{\rm D}}D=1+x_Ax_B\frac{(D_A-D_B)^2}{D_AD_B}. \tag{16}
\]

It is never below one and is largest at \(x_A=1/2\) for constant \(D_A,D_B\).

Electronic conduction alone does not suffice for Darken's mean. Without site sources, a net cation flux must be balanced by vacancies. If these are few, a small transfer changes their local content by a large factor. They redistribute until the net cation flux is small, and (6) then holds again to good approximation. The gradient of the vacancy chemical potential then adds the same force to both cations. A common force cancels from (8), just as the electric force did. The same argument applies to a metal alloy with few vacancies and no effective vacancy sources or sinks in the diffusion zone, provided, in both cases, that \(D_A\) and \(D_B\) are taken at the local vacancy content. This condition is not minor. With no field, \(D_i=k_ic_v\) for vacancy fraction \(c_v\) and constant \(k_i\), the fluxes are \(J_i=-Ck_i(c_v\nabla x_i-x_i\nabla c_v)\), and (6) gives \(c_v\propto x_Ak_A+x_Bk_B\). The vacancy content then varies across the zone by the factor \(k_A/k_B\), and (1) becomes independent of composition. Diffusivities taken at the initial vacancy content would give a different, wrong result. The distinction is therefore not simply one between oxides and metals.

## Non-ideal mixing and correlated jumps

Equation (8) did not use ideality. If the free energy of mixing per cation contains an extra term \(g(x_A)\), then \(\mu_A-\mu_B\) gains \(g'(x_A)\), apart from a constant. Its gradient is multiplied by

\[
\Gamma=1+\frac{x_Ax_B}{kT}g''(x_A), \tag{17}
\]

and \(D\) becomes \(\Gamma D\). For \(g=wx_Ax_B\), the second derivative is \(-2w\), so \(\Gamma=1-2wx_Ax_B/kT\).

Correlated jumps couple the two fluxes. In Manning's random-alloy form, with tracer diffusivities in \(L_i\),

\[
J_i=-L_i\left(X_i+\frac{\alpha}{L}\sum_jL_jX_j\right),\qquad
X_i=\nabla\mu_i+z\nabla\phi,
\]

where \(\alpha\ge0\) measures the coupling. The sum of the fluxes is \(-(1+\alpha)\sum_jL_jX_j\). Setting it to zero removes the coupling term from each flux. Equation (1) therefore holds with tracer diffusivities in this model. Manning's form is itself an approximation, so when the two jump rates differ widely this statement and a constant \(\alpha\) are only approximate. If \(D_A\) and \(D_B\) were instead obtained from conductivity, the factor \(1+\alpha\) must first be removed. The coupling does not cancel when a net flux flows: with \(t_e=L_e/[(1+\alpha)L+L_e]\), equation (15) becomes \(D(t_e)=D+(1+\alpha)t_e(D_{\rm D}-D)\), which exceeds Darken's mean at \(t_e=1\).

## Implementing the exchange profile

Consider a thick solid filled with A, whose surface is held at pure B by a bath. Let \(y\) be depth. With constant \(C\), conservation gives

\[
\frac{\partial x_B}{\partial t}=\frac{\partial}{\partial y}
\left(D\frac{\partial x_B}{\partial y}\right).
\]

Keep \(D\) inside the outer derivative, since it varies with composition. For constant \(D_A\) and \(D_B\), set \(\eta=y/\sqrt{D_Bt}\) and \(d=D/D_B\). At fixed depth, \(\partial\eta/\partial t=-\eta/(2t)\), so

\[
-\frac{\eta}{2}\frac{dx_B}{d\eta}
=\frac{d}{d\eta}\left(d\,\frac{dx_B}{d\eta}\right),
\qquad x_B(0)=1,\quad x_B(\infty)=0. \tag{18}
\]

Define \(q=d\,dx_B/d\eta\). The two first-order equations are \(dx_B/d\eta=q/d\) and \(dq/d\eta=-\eta q/(2d)\). Guess \(q(0)<0\), integrate inwards, and adjust the guess until \(x_B\) vanishes at large \(\eta\).

The uptake, expressed as the depth of solid that would be fully exchanged, is

\[
M=\sqrt{D_Bt}\int_0^\infty x_B\,d\eta
=-2q(0)\sqrt{D_Bt}. \tag{19}
\]

The second form follows by integrating (18): the left side gives \(\tfrac12\int x_Bd\eta\) after integration by parts, and the right side gives \(-q(0)\). Comparing the two forms checks the numerical solution.

Neutrality can be tested by not imposing it. The full Nernst–Planck–Poisson equations were integrated on 160 cells in a box of unit length, with \(D_A=1\), \(D_B=0.1\), and unit \(kT\), \(z\) and \(C\). The run started from the profile of (18) at time 0.025, with zero field, and ended at 0.1. For \(x_A\) between 0.2 and 0.8, the measured ratio of flux to gradient differed from (1) by at most \(3.0\times10^{-4}\) in relative terms for \(\lambda=0.004\), and \(7.5\times10^{-5}\) for \(\lambda=0.002\). Halving \(\lambda\) reduced the error fourfold, as (5) predicts. With the smaller \(\lambda\), Darken's value was at least 2.35 times the measured one at the cell faces that fell within that range, and the final profile differed from (18) by at most \(7.0\times10^{-5}\) in \(x_B\).

## Worked example

Take \(z=1\), \(T=700\) K, \(D_A=10000\) nm²/s, \(D_B=1000\) nm²/s and four hours of exchange. These are round model parameters. At equal fractions,

\[
D=\frac{10000\times1000}{0.5\times10000+0.5\times1000}
=1818\ \text{nm}^2/\text{s},
\]

or \(1.8\times10^{-11}\) cm²/s. Darken's value is \(0.5(10000+1000)=5500\) nm²/s, larger by a factor of 3.03. At \(x_A=0.1\) the two values are 5263 and 9100 nm²/s; at \(x_A=0.9\) they are 1099 and 1900 nm²/s. With \(kT=0.0603\) eV, equation (11) gives \(0.0603\ln10=0.139\) V, the B side being positive.

The length \(\sqrt{D_Bt}=\sqrt{1000\times14400}\) is 3795 nm. The calculated uptake is 7721 nm, against 11003 nm if Darken's mean is used in the same equation and boundary conditions. The depth at which \(x_B=0.1\) is 12568 nm instead of 19182 nm. Darken's uptake is too large by a factor of 1.43. This is less than \(\sqrt{3.03}=1.74\), the factor that a uniform threefold change in diffusivity would give; the actual ratio in (16) falls to one at both ends of the composition range.

The choice also matters when data are inverted. Suppose \(D=1818\) nm²/s is measured at equal fractions and \(D_B=1000\) nm²/s is known. Equation (1) returns \(D_A=10000\) nm²/s, apart from the rounding of \(D\), whereas (2) would give \(2\times1818-1000=2636\) nm²/s. The correct inversion is sensitive, however. At fixed \(D_B\), differentiating (1) gives

\[
\frac{\delta D_A}{D_A}=\frac{D_A}{x_BD}\frac{\delta D}{D}.
\]

The amplification here is \(10000/(0.5\times1818)=11\). A one per cent error in \(D\) becomes about eleven per cent in \(D_A\). The fast diffusivity is better measured where its ion is dilute.

## The real case and neglected effects

The parameters lie in the rough regime of sodium–potassium exchange between a silicate glass and a molten salt, with sodium as A. Such treatments typically last hours at temperatures near 700 K and reach depths of micrometres to tens of micrometres. The glass network takes the place of the rigid anion lattice. The ratio \(D_A/D_B=10\) is a model choice and may be larger in a real glass; at a ratio of 100, Darken's uptake is too large by a factor of about 3.1 instead of 1.43. Among the corrections estimated here, the largest concerns the assumption of constant mobilities: in mixed-alkali glasses, each alkali ion generally becomes less mobile when the other is added. As a model of this, let \(D_A\) fall as \(10^{-x_B}\) and \(D_B\) as \(10^{-x_A}\). At equal fractions both fall by \(\sqrt{10}\), and \(D\) drops from 1818 to 575 nm²/s. The uptake drops to 3834 nm, about half its former value. The real decline can be stronger. Equation (1) still applies locally, but (10) and the constant-mobility profile do not.

Non-ideal mixing comes next. A rough mixing energy \(w\) of 0.02 eV, of either sign, changes \(D\) at equal fractions by \(2\times0.02\times0.25/0.0603\), or 17%. Stress adds another curvature to the free energy. If exchange would produce a linear strain \(\beta\) but the thick substrate prevents in-plane expansion, the elastic energy per cation is \(Y\beta^2(x_A-1)^2/C\), with \(Y\) equal to Young's modulus divided by one minus Poisson's ratio. Equation (17) then gives a relative increase \(2x_Ax_BY\beta^2/(CkT)\). For a modulus of 70 GPa, Poisson's ratio 0.22, \(\beta=0.01\) and \(C=10\) nm⁻³, this is 4.6%. Relaxation of the glass would reduce it. This estimate covers only the driving force. Compression also lowers the mobilities: the pressure at equal fractions is about 0.3 GPa, and an assumed activation volume of 2 to 5 cm³/mol would reduce them by 10 to 23%, which outweighs the 4.6% and has the opposite sign.

Electronic leakage is negligible in the intrinsic estimate. With a gap of 8 eV, free-electron mass and mobility 10 cm²/Vs, the electronic share is of order \(10^{-21}\); a gap of 6 eV would give order \(10^{-14}\). Impurities could raise it greatly, so the tolerance is more useful: by (15), a 1% increase of \(D\) at equal fractions requires \(t_e=0.01\times1818/(5500-1818)=0.0049\) for uncorrelated jumps; correlation divides this tolerance by \(1+\alpha\). In an oxide with appreciable electronic conduction and active site sources, the electronic share should be compared with the tolerance from (15) before (1) is used.

The remaining effects are small for these inputs. With relative permittivity 7, \(\lambda=0.048\) nm. This is below atomic spacing, so it serves as a scale and not as a resolved layer. After four hours, the largest charge excess in the profile is about \(7\times10^{-11}\) of the cation charge. The largest internal field is then \(1.5\times10^{-4}\) MV/cm, which changes the energy over half a 0.3 nm hop by \(4\times10^{-5}\,kT\). Both were larger earlier, when the profile was narrower: the field falls as \(t^{-1/2}\) and the charge excess as \(t^{-1}\). One second after the start the field is 120 times larger, yet the energy change is still only about \(0.004\,kT\). From then on, hopping is linear in the field. The total potential drop of 0.139 V is also far too small to give an electron the gap energy of 8 eV, so the internal field cannot start avalanche breakdown. For an oxygen density of 45 nm⁻³ and a rough oxygen diffusivity of \(10^{-6}\) nm²/s, oxygen contributes about \(3\times10^{-9}\) of the cation conductivity.

In service at 300 K, an assumed activation energy of 1.0 eV for both ions gives \(\sqrt{D_At}=28\) nm after ten years. Since \(D\le D_A\) here, this bounds the diffusion length in the constant-mobility model, and it is small beside the treated depth. The value depends strongly on the assumed energy: 0.7 eV would give about 780 nm. The numerical output lists the inputs and the main computed values.

## Table of computed values

```
Temperature: 700 K; kT: 0.0603 eV
D_A: 10000 nm^2/s; D_B: 1000 nm^2/s
Exchange time: 4 h; sqrt(D_B t): 3795 nm
x_A=0.1: D ionic 5263, Darken 9100 nm^2/s
x_A=0.5: D ionic 1818, Darken 5500 nm^2/s
x_A=0.9: D ionic 1099, Darken 1900 nm^2/s
Ionic D at x_A=0.5, converted: 1.818e-11 cm^2/s
Darken/ionic ratio at x_A=0.5: 3.025
Potential, pure B side minus pure A side: 0.1389 V
Uptake as fully exchanged depth, ionic: 7721 nm
Uptake as fully exchanged depth, Darken: 11003 nm
Darken/ionic uptake ratio: 1.425
Depth where x_B=0.1, ionic: 12568 nm
Depth where x_B=0.1, Darken: 19182 nm
Full ionic equations, scaled screening lengths 0.004 and 0.002:
  largest relative D errors: 2.98e-04, 7.47e-05
  smallest Darken/measured D, x_A 0.2-0.8: 2.350
  largest profile error in x_B: 7.01e-05
  uptake, full/derived: 1.00008
  potential drop/kT, full and derived: 2.2741, 2.2744
Neglected effects, rough inputs:
Cation density: 10 nm^-3; permittivity: 7
Screening length: 0.0483 nm
Largest charge excess per cation charge: 6.56e-11
Largest internal field: 1.46e-04 MV/cm
Hop length: 0.3 nm; field bias/(2kT): 3.62e-05
Gap: 8 eV; electron mobility: 10 cm^2/Vs
Ionic conductivity at x_A=0.5: 1.46e-06 S/cm
Intrinsic electronic current share: 1.56e-21
Electronic share that raises D by 1%: 0.00494
Oxygen density: 45 nm^-3; D_O: 1e-06 nm^2/s
Oxygen/cation conductivity ratio: 3.27e-09
Mixing energy size: 0.02 eV
Change of D from mixing, either sign: 16.6 %
Young modulus: 70 GPa; Poisson ratio: 0.22
Linear exchange strain: 0.01
Increase of D from stress: 4.6 %
Mobility fall in the other pure end: factor 10
D at x_A=0.5 with mobility fall: 575 nm^2/s
Uptake with mobility fall: 3834 nm
Depth where x_B=0.1, mobility fall: 6158 nm
Service: 300 K, 10 years; activation energy 1.0 eV
Upper diffusion length in service: 28.2 nm
```
